The Bir-Pikus strain Hamiltonian from coordinates that restore the unstrained period

A crystal is stretched and sheared slightly and uniformly. How do its electron levels move, and how does the strain enter k·p theory? The parts below build the answer from the one-electron Schrödinger equation and evaluate it for a model crystal.

**Conventions.** The unstrained crystal has lattice vectors R and the periodic potential V_0(r). Strain moves lattice points from R to (1+ε)R, where ε is a small, constant, symmetric 3×3 matrix; a rotation is left out because it merely reorients the crystal. The component ε_xy is the tensor shear, so ε_xy and ε_yx both occur in sums over i and j. The strained potential V_ε has the strained period, which excludes a macroscopic electric field. Spin-orbit coupling is omitted. The algebra uses atomic units, ħ = m_e = 1. For numbers in eV and Å, each product of two momenta or wave vectors carries the factor K = ħ²/m_e = 7.620 eV Å².

**Model crystal.** A simple cubic lattice with constant 4 Å carries one well per site,

v(x) = −U exp(−x²/2w²), U = 30 eV, w = 1 Å.

The wells are rigid: strain moves their centres and leaves their shape alone. These are round model parameters and stand for no particular material.

**(a) Can V_ε(r) − V_0(r), taken at a fixed point r, serve as the small perturbation?**

*Solution.* No. The site R moves by εR, which grows with distance from the origin. For ε_xx = 0.01 the site in cell 50 moves by half a lattice constant, so a point that was at the bottom of a well now lies between two wells. On a line through the wells, with cell N taken as the interval from site N to site N+1, the largest change at fixed points is 0.73 eV in cell 0 and 22.2 eV in cell 50. The strain is small, but the difference of potentials is not.

The difference also lacks the period of either crystal. It would therefore mix Bloch states of different wave vectors, although the strained crystal is itself periodic and has a good wave vector of its own. Both defects come from comparing points that play different roles in their cells.

**(b) Find a change of coordinates that cures both defects, and the Hamiltonian it produces, without expanding in ε.**

*Solution.* Let r' be the laboratory position and define r by

r' = (1+ε)r.

A strained lattice point r' = (1+ε)R then has the coordinate r = R. Since V_ε is unchanged when r' increases by (1+ε)R, the function V_ε((1+ε)r) is unchanged when r increases by R. The old period is restored.

The wave function ψ(r') must be carried over with its norm. Let J = det(1+ε) and

Φ(r) = J^(1/2) ψ((1+ε)r).

Because d³r' = J d³r, the integral of |Φ|² over r equals that of |ψ|² over r'. The map is unitary, so energies are unchanged.

For the momentum, the chain rule gives

∂Φ/∂r_i = J^(1/2) Σ_j (1+ε)_ji (∂ψ/∂r'_j).

Thus p acting on Φ corresponds to (1+ε)p' acting on ψ, where the symmetry of ε has been used. Inverting,

p' → (1+ε)⁻¹ p.

The Hamiltonian p'²/2 + V_ε(r') becomes

H̃ = ½ p·(1+ε)⁻² p + V_ε((1+ε)r).

No approximation has been made. The strain now appears as an anisotropic kinetic energy and a changed potential inside a fixed cell.

**(c) Expand to first order. What operator multiplies ε_ij, and what is it for rigid wells?**

*Solution.* From (1+ε)⁻¹ = 1 − ε + O(ε²) follows (1+ε)⁻² = 1 − 2ε + O(ε²). The kinetic term is

½ p·(1 − 2ε)p = p²/2 − Σ_ij ε_ij p_i p_j.

The factor 2 from the square cancels the ½. For the potential, write

V_ε((1+ε)r) = V_0(r) + Σ_ij ε_ij V_ij(r) + O(ε²), with V_ij = V_ji.

This defines V_ij as the derivative of the potential at fixed r, with the components of ε treated as formally independent and the result symmetrized. Hence

H̃ = H_0 + Σ_ij ε_ij D_ij,
D_ij = −p_i p_j + V_ij(r).

The D_ij are the deformation operators. They have the unstrained period, so they conserve the wave vector belonging to r.

The derivative V_ij follows what the crystal really does. If atoms inside the cell shift in proportion to the strain, or the electron density readjusts, those changes belong to V_ij. For rigid wells it is explicit:

V_ε((1+ε)r) = Σ_R v((1+ε)(r−R)).

The argument of v changes by the vector with components Σ_j ε_ij (r−R)_j, so

V_ij(r) = Σ_R (r−R)_j ∂_i v(r−R).

For the Gaussian well ∂_i v = (U/w²) x_i exp(−x²/2w²), and with x = r − R

V_ij(r) = (U/w²) Σ_R x_i x_j exp(−x²/2w²).

On the line of part (a), the potential change in restored coordinates is at most 0.32 eV, the same in every cell. After the linear term is subtracted, at most 0.005 eV is left.

The two parts of D_ij pull in opposite directions under stretching. The kinetic part lowers the energy, since a function Φ held fixed in r is a wave drawn out with the lattice. This split refers to the unchanged Φ. The true eigenstate also readjusts, which moves energy between its kinetic and potential parts at first order without changing the sum; for an isolated well, treated below, the true kinetic energy does not change at all. The potential part raises it here, since a well of fixed size fills less of a larger cell.

An isolated well gives a limiting check. For a bound eigenstate the expectation value of any commutator with H_0 vanishes (given that the operator keeps the state normalizable), and

[x_i p_j, H_0] = [x_i, p²/2]p_j + x_i[p_j, v] = i(p_i p_j − x_i ∂_j v).

So ⟨p_i p_j⟩ = ⟨x_i ∂_j v⟩, which means ⟨D_ij⟩ = 0. That is as it must be: moving other, infinitely distant wells cannot change the level. In a crystal the argument fails because x_i p_j lacks the lattice period, and the cancellation is incomplete. For the lowest level at k = 0, the s level at −12.133 eV, the program gives

⟨s|D_xx|s⟩ = −3.431 + 6.415 = 2.983 eV

(kinetic plus potential, rounded after adding). The slope found by solving the strained crystal directly in laboratory coordinates is also 2.983 eV.

**(d) Let the strained crystal have a Bloch state with laboratory wave vector k'. Find the k·p Hamiltonian, and say how it changes if the state is labelled by the wave vector belonging to r.**

*Solution.* The laboratory Bloch factor is exp(ik'·r'). Because

k'·r' = k'·(1+ε)r = k·r, with k = (1+ε)k',

the transformed state is exp(ik·r) times a function with the unstrained period. On that function p is replaced by p + k. The transformed momentum becomes

(1+ε)⁻¹(p + k) = (1+ε)⁻¹p + k'.

Half its square is

½ p·(1+ε)⁻²p + k'·(1+ε)⁻¹p + k'²/2.

The first term was expanded in part (c). The second gives k'·p − k'·εp. To first order in ε,

H = H_0 + k'·p + k'²/2 + Σ_ij ε_ij D_ij − Σ_ij k'_i ε_ij p_j.

This is the Bir-Pikus strain Hamiltonian in k·p form. The last term is the strain-modified coupling: in a fixed basis of unstrained states, the vector of momentum matrix elements is multiplied by 1 − ε. In the model, the coupling of the s state to the p-like state X has magnitude 4.993 eV Å. For ε_xx = 0.01 and k' along x this element between unstrained states becomes 0.99 × 4.993 = 4.943 eV Å. It is not the coupling between the s and X eigenstates of the strained crystal, because D_ij changes those states at the same order; part (h) shows, for the band mass, that this change of the states can outweigh the factor 1 − ε.

For the other label, insert k' = (1−ε)k:

k'·p = k·p − k·εp,
−k'·εp = −k·εp + O(ε²),
k'²/2 = k²/2 − k·εk + O(ε²).

Therefore

H = H_0 + k·p + k²/2 + Σ_ij ε_ij D_ij − 2 Σ_ij k_i ε_ij p_j − Σ_ij ε_ij k_i k_j.

The mixed term carries the factor 1 with k' and the factor 2 with k. Both are correct for their own label; combining one factor with the other label is a first-order error.

A numerical test distinguishes these terms. Take the s band at k' = (0.3, 0.1, 0) Å⁻¹ and a strain with ε_xx = 0.0010, ε_yy = ε_zz = −0.0003, ε_xy = 0.0004. Relative to the directly solved strained crystal, the k' form is off by 5.2×10⁻⁶ eV and the k form by 5.4×10⁻⁶ eV. Halving the strain divides each error by about 4.01, as a second-order remainder requires. If the mixed term is dropped from the k' form, the error is 5.6×10⁻⁴ eV and falls by a factor of about 2.01: a first-order term is missing.

**(e) At a general wave vector k_0, what is the first-order strain slope of a nondegenerate band? Distinguish fixed k from fixed k'.**

*Solution.* Put π = p + k_0. At fixed k = k_0 the kinetic operator is ½ π·(1+ε)⁻²π, so the expansion of part (c) holds with p replaced by π:

D_ij(k_0) = −π_i π_j + V_ij.

First-order perturbation theory gives, for a stretch ε_xx alone,

(dE/dε_xx) at fixed k = ⟨D_xx(k_0)⟩.

Fixed k means that the laboratory wave vector moves as k' = (1+ε)⁻¹k_0. Strained reciprocal lattice vectors move in the same way, since k'·(1+ε)R = k·R. A point at half a reciprocal lattice vector, such as the face centre X, therefore stays at half the corresponding strained vector. A general point on a zone face keeps its fractional coordinates, but a shear can move it off the face of the strained Brillouin zone, because that face is the perpendicular bisector of the strained reciprocal vector.

If instead k' = k_0 is held fixed, then k = k_0 + εk_0. The band energy gains its gradient, the velocity ⟨π⟩, times this displacement:

(dE/dε_xx) at fixed k' = ⟨D_xx(k_0)⟩ + k_0x ⟨π_x⟩.

For the s band at k_0 = (0.5, 0.3, 0) Å⁻¹ the slopes are 0.830 eV at fixed k and 1.252 eV at fixed k'. The strained crystal reproduces both. A deformation potential away from k = 0 is thus incomplete without a statement of what is held fixed. At a band extremum the velocity vanishes and the two slopes agree.

**(f) At k = 0 a crystal with the full symmetry of the cube (point group O_h, as in the model) has a triplet X, Y, Z that transforms like x, y, z. How many constants describe its first-order response to strain?**

*Solution.* Degenerate perturbation theory requires the 3×3 matrix of Σ ε_ij D_ij. The operator D_ij transforms like the product x_i x_j, and mirror planes remove most elements.

- D_xx is even under x → −x, while X is odd and Y even. So ⟨X|D_xx|Y⟩ = 0. Similar mirrors remove the other off-diagonal elements of D_xx, D_yy and D_zz.
- D_xy is odd under x → −x and under y → −y. Its element survives only between two states whose product has the same two signs, which are X and Y.

Rotations of the cube relate the survivors. The threefold axes permute x, y, z cyclically, and the fourfold rotation about x makes ⟨X|D_yy|X⟩ equal to ⟨X|D_zz|X⟩; in a cubic crystal without fourfold axes or diagonal mirrors these two would be independent constants. With real states, three numbers remain:

l = ⟨X|D_xx|X⟩, m = ⟨X|D_yy|X⟩, n = 2⟨X|D_xy|Y⟩.

The 2 in n collects the equal terms from ε_xy and ε_yx. The matrix is

H_XX = l ε_xx + m(ε_yy + ε_zz), H_XY = n ε_xy,

and cyclic permutations. To separate volume change from distortion, let t = ε_xx + ε_yy + ε_zz and define a = (l+2m)/3, b = (l−m)/3, d = n/√3. Then l − m = 3b and m = a − b, so

H_XX = (l−m)ε_xx + m t = a t + 3b(ε_xx − t/3),
H_XY = √3 d ε_xy.

The constant a moves the whole triplet with volume; b and d split it. A uniform potential shift c t, that is, a strain-dependent choice of energy zero, adds c to l and to m. It changes a by c and leaves b and d alone. Here the zero is fixed because each well vanishes at large distance.

The model constants, as kinetic plus potential parts, are

l = −19.732 + 11.518 = −8.214 eV,
m = −2.489 + 5.651 = 3.162 eV,
n = −4.977 + 7.145 = 2.168 eV.

They give a = −0.630 eV, b = −3.792 eV and d = 1.252 eV. The sign of l − m = −11.4 eV is set by the kinetic parts, which differ by −17.2 eV, while the potential parts give back 5.9 eV. The state X has K⟨p_x²⟩ = 19.7 eV but K⟨p_y²⟩ = 2.5 eV, so for the state held fixed in the restored coordinates the kinetic part of D_xx is far larger than that of D_yy. The small a results from cancellation between l and 2m.

The 3×3 matrix is a first-order result. Since D_ij is even under inversion, it can couple the odd triplet to other odd levels only. The nearest above it lies at 10.331 eV and the triplet at −0.703 eV, so the strain energies must be small compared with 11.0 eV. This coupling is one of two second-order errors; the terms of order ε² dropped from H̃ in part (c) enter at the same order. With spin-orbit coupling, the triplet including spin must first be enlarged to six states, and the spin-orbit term also enters the matrix.

**(g) Find the triplet levels for ε_xx = 0.010, ε_yy = ε_zz = −0.003, ε_xy = 0.004. How good is the first-order matrix?**

*Solution.* The diagonal elements are

H_XX = 0.010 × (−8.214) + 3.162 × (−0.006) = −0.1011 eV,
H_YY = −0.003 × (−8.214) + 3.162 × 0.007 = 0.0468 eV,

and H_ZZ = H_YY because ε_yy = ε_zz. The shear gives H_XY = 2.168 × 0.004 = 0.0087 eV. Z is uncoupled and stays at 0.0468 eV. X and Y form a 2×2 problem:

E_± = (H_XX + H_YY)/2 ± [((H_XX − H_YY)/2)² + H_XY²]^(1/2)
= −0.0272 ± [0.07395² + 0.00867²]^(1/2)
= −0.0272 ± 0.0745 eV.

With unrounded input, the levels relative to the unstrained triplet are

matrix: −0.10162, 0.04678, 0.04728 eV,
strained crystal: −0.10019, 0.04570, 0.04635 eV.

The individual shifts differ by 1 to 3 percent of their values. The small gap between the upper two levels fares worse: 0.00051 eV from the matrix (before rounding the levels) against 0.00065 eV from the strained crystal. This gap is about H_XY²/(H_YY − H_XX), which is first order in the overall size of the strain but has a small coefficient. Second-order errors of about 0.001 eV in the levels need not cancel in it.

That the errors are of second order is tested separately. Starting from a tenth of this strain, halving it reduces the combined error of the three levels by a factor of 4.00.

**(h) How does a stretch η = ε_xx change the inverse mass of the s band along x? Is the modified coupling enough?**

*Solution.* Take k' along x with length k. The number k²/2 shifts all levels equally and can be set aside. The perturbation is

W = k(1−η)p_x + ηD, with D = D_xx.

The wanted term is proportional to k²η, so third order in W is needed. Let 0 denote the s state, let m and n now number the other unstrained states at k = 0, and set Δ_n = E_0 − E_n. With amplitude 1 on the s state and c_n on the others, the eigenvalue equation for E = E_0 + δ reads

δ = W_00 + Σ_n W_0n c_n,
(Δ_n + δ)c_n = W_n0 + Σ_m W_nm c_m.

To first order c_n = W_n0/Δ_n and δ = W_00. Inserting these in the second equation gives the next correction to c_n:

(1/Δ_n)[Σ_m W_nm W_m0/Δ_m − W_00 W_n0/Δ_n].

Hence, through third order,

δ = W_00 + Σ_n |W_0n|²/Δ_n + Σ_mn W_0m W_mn W_n0/(Δ_m Δ_n) − W_00 Σ_n |W_0n|²/Δ_n².

The s state is even under inversion, so (p_x)_00 = 0 and W_00 = ηD_00. Write p for p_x. Without strain, the k² terms are k²/2 + k² Σ_n |p_0n|²/Δ_n. Comparing with (k²/2)(m_e/m*), where m* is the band mass,

m_e/m* = 1 + 2 Σ_n |p_0n|²/Δ_n.

The terms in k²η, multiplied by 2, give the strain derivative in three parts:

modified coupling: −4 Σ_n |p_0n|²/Δ_n,
intermediate levels: 2 Σ_mn p_0m D_mn p_n0/(Δ_m Δ_n) − 2D_00 Σ_n |p_0n|²/Δ_n²,
admixture into s: 4 Re Σ_mn D_0m p_mn p_n0/(Δ_m Δ_n).

The first comes from (1−η)² = 1 − 2η + O(η²). The second has D between the two momentum factors, together with the shift of the s level itself. The third has D at either end, which gives two complex-conjugate terms. In numerical units each part is multiplied by K, while D and Δ are in eV.

The model has m_e/m* = 0.414. The modified coupling equals −2(m_e/m* − 1) = 1.172, and the sum is

d(m_e/m*)/dη = 1.172 − 0.563 − 2.486 = −1.877.

The curvature of the directly solved strained band gives −1.877 as well. To first order in η, a 1 percent stretch lowers m_e/m* by 0.0188, or 4.5 percent of its value, so the band becomes heavier along the stretch. The modified coupling alone would predict a lighter band. It is a necessary part of the Hamiltonian, but a calculation of strained masses must also keep the action of D_ij on the s state and on the intermediate states.

The formula fails when a Δ_n becomes comparable with the strain or k·p energies. The close levels must then be kept together in one matrix, built from the Hamiltonian of part (d), with the remaining levels still folded in by perturbation theory. A matrix of s and the triplet alone has no admixture term, since D does not couple s to odd states, and that term is the largest of the three here. The numerical check printed below compares these results with the strained crystal solved in its own laboratory frame.

Computed values

```
hbar^2/m_e = 7.6200 eV A^2
lattice constant 4.0 A, well depth 30.0 eV, width 1.0 A
plane waves: 389; check basis: 619
largest change of l, m, n in check basis: 1.4e-05 eV
Potential change on a line through the wells, e_xx = 0.01:
  fixed points, cell 0: max 0.729 eV
  fixed points, cell 50: max 22.245 eV
  restored coordinates, any cell: max 0.320 eV
  restored, left after linear term: max 0.0049 eV
Gamma: s level -12.1327 eV, p triplet -0.7029 eV
  next odd level 10.3309 eV
  coupling K<s|p_x|X> = 4.9931 eV A (magnitude)
  same times (1 - 0.01) = 4.9431 eV A
Deformation constants: kinetic + potential = total (eV)
  s, D_xx: -3.4314 + 6.4146 = 2.9831
  s slope from strained crystal: 2.9832 eV
  l: -19.7317 + 11.5177 = -8.2140
  m: -2.4890 + 5.6512 = 3.1622
  n: -4.9765 + 7.1448 = 2.1683
  a = -0.6299 eV, b = -3.7921 eV, d = 1.2519 eV
Strain: e_xx 0.010, e_yy -0.003, e_zz -0.003, e_xy 0.004
  H_XX -0.10111, H_YY 0.04678, H_ZZ 0.04678, H_XY 0.00867 eV
  3x3 matrix levels (eV):      -0.10162 0.04678 0.04728
  strained crystal levels (eV): -0.10019 0.04570 0.04635
  error ratio on halving a tenth of this strain: 3.997
s band at k' = (0.3, 0.1, 0) 1/A, a tenth of this strain:
  with -k' e p: error 5.16e-06 eV, halving ratio 4.014
  label k, -2 k e p: error 5.35e-06 eV, halving ratio 4.012
  without the mixed term: error 5.56e-04 eV, halving ratio 2.014
s band at k0 = (0.5, 0.3, 0) 1/A, dE/de_xx: formula, strained crystal
  mapped k: 0.8297, 0.8298 eV
  fixed k': 1.2516, 1.2516 eV
s band m_e/m: formula 0.41418, from curvature 0.41418
d(m_e/m_xx)/de_xx, dimensionless:
  modified coupling 1.1716
  intermediate levels -0.5626
  admixture into s -2.4864
  sum -1.8774, strained crystal -1.8774
```
